Dislocation-free square mesas on a wafer with random threading dislocations

**Problem**

A free-standing c-plane gallium nitride wafer has a mean threading-dislocation density ρ = 10⁶ cm⁻². Square mesas of side L are to be made on it, placed without regard to the dislocations. Take the dislocations to be straight lines normal to the surface, at independent positions spread uniformly over the wafer. Processing neither creates nor removes any.

(a) Find the probability P₀ that a mesa contains no dislocation, when the mesa is much smaller than the wafer.

(b) Find the largest L for which P₀ is at least p = 0.90.

(c) How likely is a mesa of that size to contain one dislocation, and how likely two or more? How likely is a mesa as wide as the mean spacing ρ^(−1/2) to be clean? What side is needed if 100 mesas are all to be clean together with probability 0.90?

(d) How does the permitted side change with ρ? Evaluate it for 4 × 10⁶ cm⁻² and 10⁸ cm⁻².

(e) The mesas are 1.0 μm high. Suppose every line is tilted by 10° from the normal, each in a random direction. Find the new permitted side.

(f) Return to vertical lines, but let them all occur in pairs of separation s = 0.5 μm with random orientation, at the same mean density. Find the permitted side.

(g) Return to independent vertical lines. How much does the answer to (b) change if the local density varies over the wafer with a relative standard deviation of 50 per cent? How uncertain is it if ρ was found by counting etch pits in one field 100 μm square?

**Solution**

**(a) Probability of a clean mesa**

Let the wafer have area W and contain N = ρW lines, and let the mesa have area A = L². A line placed uniformly on the wafer falls inside the mesa with probability A/W and misses it with probability 1 − A/W. The positions are independent, so the probabilities of missing multiply:

P₀ = (1 − A/W)^N.

Take the logarithm, put N = ρW, and expand for small A/W:

ln P₀ = ρW ln(1 − A/W)
= ρW [−A/W − A²/(2W²) − …]
= −ρA − ρA²/(2W) − …

When W grows at fixed ρ and A, all terms after the first vanish. Hence

P₀ = exp(−ρA) = exp(−ρL²).

The exponent ρA is the mean number of lines in a mesa. The derivation used the area of the mesa but not its shape, so it also holds for a region made of several separate pieces.

**(b) The largest side**

The derivative of the clean probability is

dP₀/dL = −2ρL exp(−ρL²),

which is negative for L > 0. A larger mesa is therefore less likely to be clean, and the condition P₀ ≥ p sets an upper limit on L, reached at equality:

exp(−ρL²) = p
ρL² = −ln p
L_max = √(−ln p / ρ).

The logarithm of p is negative, so the quantity under the root is positive. Since 1 cm² = 10⁸ μm², the density is

ρ = 10⁶ / 10⁸ μm⁻² = 0.0100 μm⁻².

With −ln 0.90 = 0.10536, the largest area, called A₀ below, is

A₀ = −ln p / ρ = 0.10536 / 0.0100 μm² = 10.536 μm²,

and the side is

L_max = √10.536 μm = 3.246 μm, or about **3.2 μm** (3.2 × 10⁻⁴ cm).

On a wafer of 1 cm², the finite number of lines changes P₀ by 5 × 10⁻⁹, so the exponential law is amply accurate here.

The result can be checked without using that law. A million lines were scattered at random over a simulated square centimetre with a million mesa sites on a 10 μm grid. At each site a square was enlarged from a fixed corner until it met a line. One tenth of the sites had met a line by the time the side reached 3.249 μm, which is 0.003 μm from the formula.

The sampling error explains a difference of this size. A fraction near 0.90 found from 10⁶ sites has a standard error of √(0.90 × 0.10 / 10⁶) = 0.0003. Near L_max, P₀ falls by 2 × 0.0100 × 3.246 × 0.90 = 0.058 per micrometre. The standard error of the side is therefore 0.0003 / 0.058 μm, or about 0.005 μm.

**(c) What the 90 per cent means**

For exactly one line, choose which of the N lines is inside and require the others to miss:

P₁ = N (A/W)(1 − A/W)^(N−1).

Here N(A/W) = ρA, and the last factor tends to exp(−ρA), because one factor more or less makes no difference in the limit. Thus

P₁ = ρA exp(−ρA) = 0.10536 × 0.90 = 0.0948.

In the simulated wafer the fraction was 0.0946. Two or more lines occur with probability 1 − 0.90 − 0.0948 = 0.0052. Most of the spoiled mesas therefore contain a single dislocation.

The mean spacing, taken as the side of the square that holds one line on average, is ρ^(−1/2) = 10.00 μm. The mean distance from a line to its nearest neighbour is only half of this, ∫₀^∞ exp(−πρr²) dr = ½ρ^(−1/2) = 5 μm. A mesa of that side has ρL² = 1 and is clean with probability exp(−1) = 0.368. It contains one line on average, but random placement leaves some mesas empty and puts several lines in others.

When p is close to 1, the exponential may be replaced by 1 − ρL², which gives

L ≈ √((1 − p)/ρ) = √(0.10 / 0.0100) μm = 3.162 μm.

This is slightly below L_max. Since exp(−x) ≥ 1 − x, the estimate errs on the safe side.

The 90 per cent applies to each mesa, and it is also the expected clean fraction of a large array. It is not the probability that the whole array is clean. For M separate mesas the total area is ML², and part (a) gives

P(all clean) = exp(−MρL²).

Setting this equal to p gives L = L_max/√M. For M = 100 the side must be no more than 3.246/10 μm = 0.325 μm.

**(d) Dependence on density**

At fixed p, the formula gives L_max ∝ ρ^(−1/2). Four times the density halves the side:

L_max(4 × 10⁶ cm⁻²) = 3.246/2 μm = 1.623 μm.

A simulated wafer with four million lines gave 1.622 μm. At 10⁸ cm⁻² the density is 100 times the original, and the side is 3.246/10 μm = 0.325 μm. This equals the last result of part (c), because ρ and M enter the exponent as a product.

**(e) Inclined lines**

Let ρ count the lines crossing the plane of the mesa base. Over the mesa height h, a line tilted by θ moves sideways by

d = h tan θ = 1.0 μm × tan 10° = 0.176 μm.

Seen from above, the part of the line between base and top level is a segment of length d. The line passes through the mesa if this segment meets the square. This counts lines that enter through a sidewall, as is right for a mesa etched out of the wafer that must be clean over its whole height. If only one horizontal plane matters, such as a thin active layer, or if only lines crossing the base can enter the mesa, the density on that plane is still ρ and the side of part (b) is unchanged by tilt. The starting points for which this happens fill the region swept out when the square is shifted by d against the drift direction.

To find the area of this region, cut it into thin strips parallel to the drift. Each strip of the square is lengthened by d. The added area is therefore d times the width of the square measured across the drift. If the drift makes an angle φ with one side, that width is L(|cos φ| + |sin φ|), so

capture area = L² + Ld(|cos φ| + |sin φ|).

For random directions, |cos φ| and |sin φ| each average to

(1/2π) × 4 ∫₀^(π/2) cos φ dφ = 2/π.

The direction of a line is independent of its position, so the probability that it hits the mesa is the averaged capture area divided by W. The argument of part (a) then applies with A replaced by this average. The condition becomes

L² + (4d/π)L = A₀.

This is a quadratic equation for L, and its positive root is

L = −2d/π + √((2d/π)² + A₀).

With 2d/π = 0.112 μm,

L = −0.112 μm + √(0.0126 + 10.536) μm = 3.136 μm.

The permitted side falls by 3.4 per cent. For d much smaller than L the reduction is approximately 2d/π. In the opposite limit of a tall, narrow mesa, d ≫ L, the L² term can be dropped and L ≈ πA₀/(4d). The height then matters as much as the density.

A simulation with a million tilted lines gave 3.125 μm. This is 0.011 μm below the formula, or about two standard errors if the sampling error of part (b) is used. The simulation thus supports a reduction close to the calculated 0.110 μm, but does not fix it to better than about a tenth of its value.

**(f) Lines in pairs**

At fixed mean density there are ρ/2 pairs per unit area. A mesa is spoiled if either member of a pair lies inside it. The positions of the first member for which this happens fill two squares of side L, displaced from each other by s. Their combined area is 2L² minus the overlap. For s < L the overlap is a rectangle:

overlap = (L − s|cos φ|)(L − s|sin φ|)
= L² − Ls(|cos φ| + |sin φ|) + s²|sin φ cos φ|.

The average of |cos φ| + |sin φ| is 4/π. Also |sin φ cos φ| = ½|sin 2φ|, whose average is ½ × 2/π = 1/π. The averaged capture area of a pair is therefore

2L² − (L² − 4Ls/π + s²/π) = L² + 4Ls/π − s²/π.

The mean number of pairs that touch a mesa is ρ/2 times this area, and it must equal −ln p = ρA₀. Hence

L² + (4s/π)L − s²/π = 2A₀,

L = −2s/π + √((2s/π)² + s²/π + 2A₀).

For s = 0.5 μm, 2s/π = 0.318 μm, and

L = −0.318 μm + √(0.101 + 0.080 + 21.072) μm = 4.292 μm.

The side grows by 32.2 per cent, and a simulated wafer with half a million such pairs gave 4.291 μm. The two lines of a close pair often fall in the same mesa, so the same number of lines spoils fewer mesas.

Two limits confirm the picture. For s → 0 the formula gives L = √2 L_max, as it should for half the number of independent objects. For s > √2 L the squares do not overlap for any orientation, and the capture area is 2L². The factor 2 then cancels the ½ in the pair density, and the result of part (b) returns.

**(g) Uneven density and counting error**

Let the local density r be constant across any one mesa but vary over the wafer, with mean ρ and relative standard deviation c. The clean fraction is the average of exp(−rA). A convenient choice for a positive variable is the gamma distribution, with shape k = 1/c² and scale b = ρ/k. Its average is

⟨exp(−rA)⟩ = [1/(Γ(k)bᵏ)] ∫₀^∞ r^(k−1) exp[−r(1/b + A)] dr
= [1/bᵏ] (1/b + A)^(−k)
= (1 + ρA/k)^(−k).

Set this equal to p and solve for the area:

A = k(p^(−1/k) − 1)/ρ.

For c = 0.50, k = 4, and the side is √A = 3.267 μm, an increase of 0.66 per cent. The sign does not depend on the gamma form. Because exp(−rA) is a convex function of r, its average is at least its value at the mean density.

This small change concerns the average over the wafer. It does not protect a mesa in a bad region. Where the local density is four times the mean, the side for 90 per cent is 1.623 μm, as in part (d). With the gamma spread used here such regions cover only about 10⁻⁴ of the wafer, but the density exceeds twice the mean over about 4 per cent of it, and there the side is below 3.246/√2 μm = 2.295 μm.

Now let ρ be estimated from n etch pits in a known field. Since L_max ∝ n^(−1/2), a small error δn gives

|δL|/L = ½ |δn|/n.

For independent lines in a field much smaller than the wafer, n has standard deviation √n. The relative standard error of the side is therefore 1/(2√n) to leading order. The field is expected to contain 0.0100 × 100² = 100 pits, so the error is 5.0 per cent, or 0.16 μm. Repeated random draws of the count gave 5.1 per cent. With the density known this well, quoting the side as 3.2 μm already uses all the digits that the measurement supports. The 5 per cent holds only for independent lines of uniform density, because one field measures the local density. If that varies from field to field with c = 0.50, the variance of the count is n + c²n², and the error of the side rises to ½√(1/n + c²) = 25 per cent to leading order. At so large a spread the leading order understates the scatter. For the gamma form, leaving out fields with no pit at all (probability (1 + 100/4)^(−4) ≈ 2 × 10⁻⁶), which give no finite estimate, the standard deviation of the estimated side is about 35 per cent, the average estimate lies about 11 per cent above 3.246 μm, which is the unsafe direction, and the middle 68 per cent of estimates run from about 2.7 to 4.5 μm. If the lines come in close pairs, as in part (f), the variance of the count doubles and the error is about 7 per cent.

**Comparison with real wafers**

A density of 10⁶ cm⁻² is a rough typical value for free-standing gallium nitride, and 10⁸ cm⁻² is roughly that of good layers on sapphire. The tilt, pair separation and density spread are illustrative values, not measured ones. Real dislocations are not placed independently: they can gather in clusters and low-angle boundaries. Of the departures calculated here, pairing moves the wafer-averaged answer most at 10⁶ cm⁻², from 3.2 to 4.3 μm at the same mean density. The ranking depends on the density. At 10⁸ cm⁻² the separation of 0.5 μm exceeds √2 × 0.325 μm, so pairing has no effect, while the formula of part (e) lowers the side from 0.325 to 0.231 μm, or by 29 per cent. At 10⁶ cm⁻² larger groups raise the side further than pairs do: straight chains of three or four lines spaced 0.5 μm apart give about 5.0 and 5.6 μm. At 10⁸ cm⁻² such chains, like the pairs, have no effect. Lines that avoid one another lower the side instead, but for p = 0.90 only slightly. For any arrangement of vertical lines the chance of a hit cannot exceed the mean number ρL², so P₀ ≥ 1 − ρL². The side of 3.162 μm from part (c) is therefore safe for every arrangement, as an average over mesa positions on the wafer. A lattice of lines reaches that bound when no two of its points fit in one mesa, as for a square lattice of spacing 10 μm; closely spaced rows of lines do not reach it. The bound lies below L_max by the factor √((1 − p)/(−ln p)), which is 0.974 at p = 0.90 but 0.85 at p = 0.50.

Tilt reduces the permitted side of an etched mesa that must be clean over its whole height, as part (e) shows, and two further effects also act in the unsafe direction. If some dislocations leave no etch pit, the density is underestimated and the calculated side is too large. If a strained layer grown on the mesa relaxes by forming new dislocations, the wafer density no longer determines the yield. The 3.2 μm rule therefore applies to unstrained mesas on a wafer whose dislocations are close to randomly placed and fully counted, provided that the lines drift sideways by much less than L over the mesa height. The main values are collected in the numerical output.

Numbers as computed

```
dislocation density: 1.0e+06 cm^-2
same density: 0.0100 um^-2
required clean probability: 0.90
-ln(p), mean lines per mesa: 0.10536
largest mesa area: 10.536 um^2
largest mesa side: 3.246 um
largest mesa side: 3.246e-04 cm
side from simulation: 3.249 um
simulated mesa sites: 1000000
clean fraction, simulation: 0.9002
exactly one line, formula: 0.0948
exactly one line, simulation: 0.0946
two or more lines, formula: 0.0052
error of exponential law on 1 cm^2: 5.0e-09
mean spacing rho^(-1/2): 10.00 um
clean probability at that side: 0.368
side from 1 - rho L^2 = p: 3.162 um
side at 4 times the density: 1.623 um
  simulation: 1.622 um
side at 1.0e+08 cm^-2: 0.325 um
mesa height: 1.0 um
line tilt: 10 degrees
sideways drift: 0.176 um
side with inclined lines: 3.136 um
  simulation: 3.125 um
  change: -3.4 per cent
pair separation: 0.5 um
side with all lines paired: 4.292 um
  simulation: 4.291 um
  change: 32.2 per cent
relative density spread: 50 per cent
side with uneven density: 3.267 um
  change: 0.66 per cent
etch-pit field edge: 100 um
expected etch pits: 100
side uncertainty, formula: 5.0 per cent
  random draws: 5.1 per cent
side uncertainty: 0.16 um
```
